# Overlap Thresholds, Noise and Steps in Linear Variational Potential Curves

## The result

A linear variational calculation in a nonorthogonal basis solves

$$HC=SCE,\qquad C^TSC=1 .$$

Let the $n$ basis functions be real and normalized, and let the overlap matrix have eigenvalues $0<s_1\le\dots\le s_n$ with orthonormal eigenvectors $u_i$. Three statements govern what happens when $s_1$ is small.

1. To first order, symmetric errors $\delta H,\delta S$ shift a nondegenerate level by $c^T(\delta H-E\,\delta S)c$. The amplification is $\|c\|^2$, which can be as large as $1/s_1$ but may be far smaller for a given level.
2. Discarding all $s_i<\tau$ enforces $\|c\|^2\le1/\tau$. It raises the energy or leaves it unchanged, and makes the variational space itself depend on $S$.
3. If an overlap eigenvalue crosses $\tau$ as the geometry changes, the energy generally jumps. Discarding a fixed number of functions avoids this, provided the discarded and retained overlap eigenvalues stay separated.

The scheme to aim for is therefore a threshold used once, to choose a dimension, followed by a curve computed at that dimension.

## The naive solution and its noise

The direct approach uses every function. Define the canonical functions through

$$X=U s^{-1/2},\qquad X^TSX=s^{-1/2}U^TSU\,s^{-1/2}=1 ,$$

where $s$ is the diagonal matrix of overlap eigenvalues. With $c=Xy$, the problem becomes $X^THX\,y=Ey$ with $y^Ty=1$. Since the $u_i$ are orthonormal,

$$c=\sum_i u_i\frac{y_i}{\sqrt{s_i}},\qquad \|c\|^2=\sum_i\frac{y_i^2}{s_i}\le\frac1{s_1}. \tag{1}$$

A small $s_1$ matters to a level in proportion to that level's weight $y_1^2$ on the first canonical function.

To connect this with errors, vary the Rayleigh quotient $E=c^THc/c^TSc$ at $c^TSc=1$:

$$\delta E=c^T(\delta H-E\,\delta S)c+2\,\delta c^T(H-ES)c. \tag{2}$$

In the full basis $(H-ES)c=0$, so the second term vanishes. With the spectral norm for matrices,

$$|\delta E|\le\|c\|^2\left(\|\delta H\|+|E|\,\|\delta S\|\right).$$

This is a first-order bound. For $\delta H$ alone a finite bound also holds: the orthonormal problem changes by $X^T\delta H X$, whose norm is at most $\|\delta H\|/s_1$, and Weyl's inequality says that no ordered eigenvalue moves further than this norm. For $\delta S$ there is no such guarantee once $\|\delta S\|$ reaches $s_1$, because $S+\delta S$ may then cease to be positive definite.

The amplification cannot be small for every level. From $C^TSC=1$ with square $C$ follows $S=C^{-T}C^{-1}$, hence $CC^T=S^{-1}$. Taking the trace,

$$\sum_{k=1}^n\|c_k\|^2=\sum_{i=1}^n\frac1{s_i}. \tag{3}$$

At least one level has an amplification no smaller than the average, and so no smaller than $1/(ns_1)$.

For a statistical estimate, let the independent elements of $\delta H$ and $\delta S$ be Gaussian with variance $\sigma^2$ off the diagonal and $2\sigma^2$ on it. For any symmetric $A$,

$$\operatorname{tr}(A\,\delta H)=\sum_iA_{ii}\delta H_{ii}+2\sum_{i<j}A_{ij}\delta H_{ij},$$

and its variance is

$$2\sigma^2\sum_iA_{ii}^2+4\sigma^2\sum_{i<j}A_{ij}^2=2\sigma^2\|A\|_F^2 , \tag{4}$$

where $F$ denotes the Frobenius norm. In the full basis the coefficient matrices of $\delta H$ and $\delta S$ are $cc^T$ and $-Ecc^T$. Since $\|cc^T\|_F=\|c\|^2$, the rms shift is $\sqrt2\,\sigma\|c\|^2\sqrt{1+E^2}$, with $E$ and the errors in atomic units.

## A model with controlled dependence

Consider one electron in one dimension, in atomic units, with

$$V(x)=-0.6\,e^{-(x+R/2)^2}-0.2\,e^{-(x-R/2)^2}.$$

Each centre carries normalized functions $g\propto e^{-\zeta d^2}$ and $p=2\sqrt\zeta\,d\,g$, where $d$ is the distance from the centre along the axis, with sign. The exponents are 0.05, 0.15, 0.45 and 1.35 bohr$^{-2}$, giving 16 functions. The curve $E(R)$ is electronic; adding a smooth repulsion would not change any jump.

Near-dependence grows quickly as the centres approach. Put $a=R/2$ and use $g'=-\sqrt\zeta\,p$. For one exponent, Taylor expansion gives

$$g(x+a)-g(x-a)=-\sqrt\zeta\left(2ap+\frac{a^3}{3}p''+\dots\right),$$

$$p(x+a)+p(x-a)=2p+a^2p''+\dots .$$

Adding $\sqrt\zeta\,a$ times the second line to the first cancels $p$ and leaves

$$\sqrt\zeta\left(1-\frac13\right)a^3p''=\frac23\sqrt\zeta\,a^3p'' .$$

The coefficient vector of this combination has a finite norm as $R\to0$, while the squared norm of the function is of order $R^6$. Thus $s_1$ is at most of order $R^6$. It is not smaller in order. For each exponent take the four combinations $g(x+a)+g(x-a)$, $p(x+a)-p(x-a)$, $p(x+a)+p(x-a)$ and the one just formed; this change of basis and its inverse stay bounded as $a\to0$. After division by $1$, $a$, $1$ and $a^3$, they tend to nonzero multiples of $g$, $p'$, $p$ and $p''$. These are linearly independent, so their overlap matrix has a positive smallest eigenvalue. Undoing the rescaling costs at most a factor of order $R^6$. The computed exponent between $R=0.3$ and $0.4$ bohr is 5.95, in accord with this limit.

At $R=1$ bohr, $s_1=5.15\times10^{-8}$ and $1/s_1=1.94\times10^7$. Yet the ground state has $\|c\|^2=2.44$. For noise $\sigma=10^{-11}$, equation (4) predicts an rms error of $3.63\times10^{-11}$ hartree; 1500 random samples give $3.72\times10^{-11}$. Of the 2.44, the first canonical function supplies 2.22, so near-dependence raises the noise of this level about tenfold; the amplification is still some seven orders of magnitude below $1/s_1$.

Level 8 is different, with $\|c\|^2=4.51\times10^6$. Even without the factor $\sqrt{1+E^2}\ge1$, its estimated rms error is

$$\sqrt2\times10^{-11}\times4.51\times10^6\approx6.4\times10^{-5}\ \text{hartree}.$$

A stable ground state is therefore no evidence that the higher variational levels are stable.

Rounding, checked here for the ground state only, likewise leaves that level almost untouched. At $R=0.5$ bohr, $s_1=9.4\times10^{-10}$, but the ground energy obtained from $S$ differs by only $7\times10^{-15}$ hartree from one obtained by QR orthogonalization of the sampled functions. QR works with the function matrix $F$, where $S=F^TF$. The singular values of $F$ are $\sqrt{s_i}$, so forming $S$ squares the condition number and QR avoids that. It cannot repair errors already present in supplied integrals.

## First repair: discard small overlap eigenvalues

Canonical orthogonalization keeps the columns of $X$ with $s_i\ge\tau$. Equation (1) then gives $\|c\|^2\le1/\tau$. The price is variational: raising $\tau$ produces nested spaces, and minimizing over a smaller space cannot lower the ground energy. By the min–max principle the same ordering holds for each higher level that remains.

There is a second consequence. The retained space is built from eigenvectors of $S$, so it rotates when $S$ changes. Let $d$ label discarded and $i$ retained vectors. Projecting the first-order eigenvalue equation for $S$ on $u_d$ gives

$$s_d\,u_d^T\delta u_i+u_d^T\delta S\,u_i=s_i\,u_d^T\delta u_i ,$$

$$u_d^T\delta u_i=\frac{u_d^T\delta S\,u_i}{s_i-s_d}.$$

In equation (2), the residual $(H-ES)c$ now vanishes only within the retained space. Its discarded component is

$$r_d=u_d^T(H-ES)c=u_d^THc ,$$

because $u_d^TSc=s_du_d^Tc=0$. Writing $a_i=u_i^Tc$, the discarded part of $\delta c$ is $\sum_i a_i\,u_d^T\delta u_i$, and therefore

$$\delta E=c^T(\delta H-E\,\delta S)c+2\sum_{d,i}\frac{r_d\,a_i}{s_i-s_d}\,u_d^T\delta S\,u_i . \tag{5}$$

This is linear in the errors: $\delta E=\operatorname{tr}(A\delta H)+\operatorname{tr}(B\delta S)$, with

$$A=cc^T,\qquad B=-Ecc^T+G+G^T,\qquad G=\sum_{d,i}\frac{r_da_i}{s_i-s_d}u_du_i^T .$$

Applying (4) to the two independent matrices gives the rms error $\sigma\sqrt{2(\|A\|_F^2+\|B\|_F^2)}$. The bound $1/\tau$ controls $\|A\|_F$, but $G$ also contains the gap $s_i-s_d$. A threshold placed inside a tight cluster of overlap eigenvalues can leave the calculation sensitive even when $\tau$ looks safe.

For the ground state at $R=1$ bohr the trade is as follows, with energies in hartree and the cost measured from the full basis:

| $\tau$ | dropped | cost | sampled rms noise |
|---|---:|---:|---:|
| none | 0 | $<10^{-15}$ | $3.7\times10^{-11}$ |
| $10^{-6}$ | 2 | $2.7\times10^{-7}$ | $3.2\times10^{-12}$ |
| $10^{-4}$ | 4 | $2.1\times10^{-6}$ | $2.9\times10^{-12}$ |
| $10^{-3}$ | 6 | $4.8\times10^{-5}$ | $2.4\times10^{-12}$ |

Truncation does reduce the noise, but here it exchanges an error of order $10^{-11}$ for a bias at least several thousand times larger. For this level and this noise, no truncation is the best entry in the table. Extrapolating the linear estimate, noise would match the first cost at

$$\sigma\approx\frac{2.7\times10^{-7}}{3.63}\approx7\times10^{-8},$$

which exceeds $s_1$. The linear estimate is not reliable there, and positive definiteness of $S$ is no longer assured. For the ground state, protection of the metric is thus a stronger reason to truncate than ordinary first-order noise. Larger noise in a higher level does not by itself favour truncation either. By (1), when $\|c\|^2$ is a sizeable fraction of $1/s_1$, the level must have appreciable weight on the canonical functions with the smallest $s_i$, which are the first to be discarded. At $R=1$ bohr the model has a single bound state, so its higher levels are discretized continuum states. There $\tau=10^{-6}$ raises the second level, at 0.024 hartree, by $1.2\times10^{-2}$ hartree, against full-basis noise of $6\times10^{-6}$. For higher levels the comparison must follow the state rather than its index, because two levels have been removed. The eighth level, at 0.686 hartree, most resembles the seventh truncated level (squared overlap 0.74), which lies 0.024 hartree higher, against noise below $10^{-4}$.

Equation (5) also supplies the derivative along the curve: replace $\delta H,\delta S$ by $dH/dR,dS/dR$ at a fixed number of discarded functions. The usual expression $c^T(H'-ES')c$ is complete in the full basis, but in general not after truncation. At $R=1.5$ bohr with five functions dropped, it gives 0.051974 hartree/bohr. Numerical differentiation of the truncated energy gives 0.051959, and the complete formula agrees with it to the printed nine decimals. The missing rotation accounts for $1.6\times10^{-5}$ hartree/bohr.

## What the threshold does to a curve

Now let one eigenvalue $s_d(R)$ rise through $\tau$. Just below the crossing its function is absent; just above, it is present. Let the truncated eigenstates have energies $e_j$, and let $\varphi_d$ be the missing canonical function, normalized and orthogonal to them. Define

$$h_j=\langle\varphi_d|H|\psi_j\rangle,\qquad h_{dd}=\langle\varphi_d|H|\varphi_d\rangle .$$

In the enlarged space, with amplitudes $b_j$ and $b_d$,

$$(e_j-E)b_j+h_jb_d=0,\qquad \sum_jh_jb_j+(h_{dd}-E)b_d=0 .$$

For $h_1\ne0$ and $E$ different from the $e_j$, the first equation gives $b_j=-h_jb_d/(e_j-E)$. Insert this in the second and divide by $b_d$:

$$h_{dd}-E-\sum_j\frac{h_j^2}{e_j-E}=0 .$$

Isolating $j=1$ yields the ground-state jump

$$\Delta=e_1-E=\frac{h_1^2}{D},\qquad D=h_{dd}-E-\sum_{j>1}\frac{h_j^2}{e_j-E}. \tag{6}$$

The energy $E$ also appears on the right. When $D$ is positive at $E=e_1$ and the coupling $h_1$ is weak, as in the example below, iteration from $E=e_1$ converges to the ground root; otherwise it may find a higher root. Since restoring a function cannot raise the ground energy, $\Delta>0$ when $h_1\ne0$, and then $D>0$ as well.

Equation (6) shows that the jump is set by the Hamiltonian coupling, not by the size of $\tau$ alone. An overlap eigenvalue may be tiny while its normalized canonical function is physically useful.

For $\tau=10^{-6}$ the smallest eigenvalue $s_1$ crosses at $R=1.7384$ bohr; $s_2$ crosses the same value further in, near 1.06 bohr. Take the crossing of $s_1$. There $h_1=5.918\times10^{-4}$ hartree and $D=1.0190$ hartree, so

$$\Delta=\frac{(5.918\times10^{-4})^2}{1.0190}=3.437\times10^{-7}\ \text{hartree}=0.0754\ \text{cm}^{-1}.$$

The difference of the two variational energies, computed separately, is the same to the printed digits. The step is slightly smaller than the basis error against a converged grid solution, which is $3.9\times10^{-7}$ hartree at this distance and $6.1\times10^{-7}$ hartree at $R=2$ bohr. Judged by energy alone, it would be easy to accept.

Derivatives judge it differently. Take a central stencil of spacing $h$ whose left point lies below the crossing and whose other two points lie above it. The left energy is too high by $\Delta$, so

$$\delta E'=\frac{0-\Delta}{2h}=-\frac{\Delta}{2h},\qquad \delta E''=\frac{0-0+\Delta}{h^2}=\frac{\Delta}{h^2}. \tag{7}$$

Here $\Delta$ is evaluated at the left point. With $h=0.001$ bohr, the false slope is $-1.72\times10^{-4}$ hartree/bohr, about 0.4% of the slope of 0.0462 hartree/bohr obtained from the full-basis points. The false curvature is $+0.344$ hartree/bohr$^2$. The same full-basis points give a curvature of about $-0.027$, so the threshold curve reports about $+0.316$: the wrong sign and more than ten times the magnitude. As long as the stencil still straddles the crossing, reducing $h$ makes the artefact worse.

Symmetry provides the exception. If $\varphi_d$ and the level have opposite parity, $h_1=0$ and that level does not move. With two equal wells of depth 0.4 hartree at $R=2$ bohr, dropping one function changes the even ground level by $10^{-16}$ hartree, which is rounding, but raises the lowest odd level by $2.2\times10^{-3}$ hartree. This odd level is weakly bound and poorly described even by the full basis, which gives $-1.8\times10^{-4}$ hartree against an exact $-4.3\times10^{-3}$, so the size of its shift is particular to this basis. The contrast itself follows from parity: one threshold can leave one curve smooth and break another.

## Second repair: fix the dimension

The step arises because the number of functions changes. Suppose instead that the lowest $m$ overlap vectors are discarded at every $R$. If $H$ and $S$ are smooth and $s_m<s_{m+1}$ throughout, the projector onto the retained vectors is smooth, even if eigenvalues cross within either group. A level that remains nondegenerate in that space is then smooth too.

In the example, discarding one function on both sides of the crossing removes the step. At the four computed points, which span 0.003 bohr around the crossing, the fixed-count curve lies about $3.4\times10^{-7}$ hartree above the full one. This nearly constant offset does little harm to local derivatives. At the crossing the relevant overlap eigenvalues are $1.0\times10^{-6}$ and $1.21\times10^{-5}$, so the separation is ample.

The resulting procedure is:

1. Diagonalize $S(R)$ over the whole intended range and record its small eigenvalues and their gaps.
2. Estimate the errors in $H$ and $S$. Require the retained eigenvalues to stay well above the error in $S$.
3. At representative geometries, compare the truncation cost with the noise from equation (5), for each level of interest.
4. Choose one number $m$, preferably at a wide gap, and keep it along the curve. If $m=0$ is numerically safe, use the full basis.
5. For gradients, include the rotation term whenever $m>0$.

When $S$ has symmetry, the count should be fixed separately in each of its symmetry blocks, since eigenvalues from different blocks may cross and exchange places in a single ordered list. The symmetry of $S$ is what matters, not that of $H$. In the model the basis has parity even with unequal wells, and a single count $m=3$ gives a step of $3.3\times10^{-6}$ hartree near $R=1.14$ bohr, while $m=4$ gives one of $4.2\times10^{-5}$ hartree near $R=1.94$ bohr.

Fixed dimension has its own limit. A function that is nearly redundant at short distance can become less redundant and more useful at larger distance, so its omission may distort the curve smoothly. If no single $m$ is both stable and accurate over the range, the remedy is a better-conditioned basis, or more accurate matrix elements that allow more functions to be kept. Moving the threshold merely moves the step, unless no eigenvalue crosses the new value within the range, and that case is again a fixed $m$.

## Computed values

```
Well depths (hartree): 0.6 0.2
Well shape: exp(-d^2), d in bohr
Gaussian exponents (bohr^-2): 0.05 0.15 0.45 1.35
Number of basis functions: 16
Power of R in s1, from R=0.3 and 0.4 bohr: 5.952
R=2.0 bohr: s1=2.077e-06, |E(S)-E(QR)|=0.0e+00 hartree
R=1.0 bohr: s1=5.153e-08, |E(S)-E(QR)|=2.8e-16 hartree
R=0.5 bohr: s1=9.366e-10, |E(S)-E(QR)|=6.9e-15 hartree
R=2 bohr, Gaussian-basis energy: -0.267653310 hartree
R=2 bohr, sinc-grid energy: -0.267653917 hartree
R=2 bohr, basis error: 6.070e-07 hartree
R=1 bohr, 1/s1: 1.9406e+07
Ground-state amplification ||c||^2: 2.4437e+00
Largest amplification: 4.5104e+06, level 8
Sum of all amplifications: 2.0861e+07
Off-diagonal noise: 1.0e-11 (H in hartree, S unitless)
Noise samples per threshold: 1500
At R=1 bohr; cost and rms values in hartree
threshold  dropped  ||c||^2  cost  measured rms  predicted rms
0e+00  0 2.444e+00 2.776e-16 3.722e-11 3.626e-11
1e-06  2 2.157e-01 2.701e-07 3.171e-12 3.202e-12
1e-05  2 2.157e-01 2.701e-07 3.205e-12 3.202e-12
1e-04  4 1.913e-01 2.104e-06 2.887e-12 2.843e-12
1e-03  6 1.649e-01 4.785e-05 2.398e-12 2.448e-12
Gradient test: R=1.5 bohr, threshold 1e-3, dropped 5
Numerical slope: 0.051958649 hartree/bohr
Complete formula: 0.051958649 hartree/bohr
Without subspace rotation: 0.051974224 hartree/bohr
Curve threshold: 1.0e-06; crossing R: 1.738357 bohr
At crossing: s1=1.000e-06, s2=1.209e-05
Coupling h1: 5.918118e-04 hartree
Effective denominator: 1.018977 hartree
Predicted jump: 3.437185e-07 hartree
Direct jump: 3.437185e-07 hartree = 0.0754 cm^-1
R (bohr), threshold E, fixed-count E, full E (hartree)
1.736857 -0.2788416298 -0.2788416298 -0.2788419729
1.737857 -0.2787953394 -0.2787953394 -0.2787956830
1.738857 -0.2787494203 -0.2787490764 -0.2787494203
1.739857 -0.2787031850 -0.2787028407 -0.2787031850
Difference step: 0.001 bohr
False slope: -1.717692e-04 hartree/bohr
False curvature: 3.435384e-01 hartree/bohr^2
Equal wells: R=2 bohr, both depths 0.4 hartree, one dropped
Even ground-level change: 1.1e-16 hartree
Lowest odd-level change: 2.221884e-03 hartree
```
